# Magnetoresistance of a Corbino ring and of a long Hall bar: a numerical check

```python
# Result under test: for one carrier type with a single mobility mu in a normal field B,
#   Corbino ring:              R(B)/R(0) = 1 + b^2,   b = mu*B
#   long bar, side probes:     R(B)/R(0) = 1
#   bar read through its ends: R(B)/R(0) = 1 + c(b)*W/L   (L length, W width, L > W)
# Field solutions use scaled units: zero-field sheet conductivity 1, voltage 1.
# The conductivity tensor is obtained from free flights between random collisions.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, trapezoid
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import digamma, zeta


def free_flight_tensor(b):
    """Mean velocity per unit field; time since last collision has weight exp(-t)."""
    columns = []
    for ex, ey in ((1.0, 0.0), (0.0, 1.0)):
        def motion(t, s):
            return [ex + b * s[1], ey - b * s[0],
                    np.exp(-t) * s[0], np.exp(-t) * s[1]]
        run = solve_ivp(motion, (0, 40), [0, 0, 0, 0], method="DOP853",
                        rtol=1e-10, atol=1e-12)
        columns.append(run.y[2:, -1])
    return np.array(columns).T


def solve_plate(X, Y, tensor, closed=False):
    """Finite elements; first and last grid rows are contacts, other edges insulate."""
    index = np.arange(X.size).reshape(X.shape)
    if closed:
        index = np.hstack([index, index[:, :1]])
    cells = np.stack([index[:-1, :-1], index[1:, :-1],
                      index[1:, 1:], index[:-1, 1:]], -1).reshape(-1, 4)
    px, py = X.ravel()[cells], Y.ravel()[cells]
    local = np.zeros((len(cells), 4, 4))
    g = 1 / np.sqrt(3)
    for u in (-g, g):
        for w in (-g, g):
            du = 0.25 * np.array([-(1 - w), 1 - w, 1 + w, -(1 + w)])
            dw = 0.25 * np.array([-(1 - u), -(1 + u), 1 + u, 1 - u])
            xu, xw, yu, yw = px @ du, px @ dw, py @ du, py @ dw
            det = xu * yw - xw * yu
            gx = (np.outer(yw, du) - np.outer(yu, dw)) / det[:, None]
            gy = (np.outer(xu, dw) - np.outer(xw, du)) / det[:, None]
            grad = np.stack([gx, gy], 1)
            flux = np.einsum("ab,cbj->caj", tensor, grad)
            local += (grad.transpose(0, 2, 1) @ flux) * np.abs(det)[:, None, None]
    rows = np.repeat(cells, 4, axis=1).ravel()
    cols = np.tile(cells, (1, 4)).ravel()
    K = coo_matrix((local.ravel(), (rows, cols)), shape=(X.size, X.size)).tocsr()
    phi = np.zeros(X.size)
    phi[index[0]] = 1.0
    free = np.unique(index[1:-1])
    phi[free] = spsolve(K[free][:, free].tocsc(), -(K @ phi)[free])
    return phi @ (K @ phi), phi.reshape(X.shape)


def graded(cells, power=4):
    """Points on 0..1 crowded at both ends, where the corner fields are singular."""
    t = np.linspace(0, 1, cells + 1)
    return t**power / (t**power + (1 - t)**power)


def end_coefficient(b):
    a = 2 * np.arctan(abs(b)) / np.pi
    return (2 * digamma(0.5) - digamma((1 + a) / 2) - digamma((1 - a) / 2)) / np.pi


# Conductivity tensor
tensors = {b: free_flight_tensor(b) for b in (0.0, 0.5, 1.0, 2.0)}
for b, T in tensors.items():
    assert np.allclose(T, np.array([[1, b], [-b, 1]]) / (1 + b * b), atol=1e-7)

# Rings: centred, off-centre, slit along one radius
radius_ratio = 3.0
t_ring = np.linspace(0, 1, 81)[:, None]
angle = np.linspace(0, 2 * np.pi, 161)[None, :-1]
ring_X = radius_ratio**t_ring * np.cos(angle)
ring_Y = radius_ratio**t_ring * np.sin(angle)
off_X = (1 + (radius_ratio - 1) * t_ring) * np.cos(angle) + 0.8 * t_ring
off_Y = (1 + (radius_ratio - 1) * t_ring) * np.sin(angle)
ring_R = {b: 1 / solve_plate(ring_X, ring_Y, tensors[b], True)[0] for b in (0.0, 1.0, 2.0)}
for b, R in ring_R.items():
    assert abs(R / ((1 + b * b) * np.log(radius_ratio) / (2 * np.pi)) - 1) < 3e-3
off_ratio = (solve_plate(off_X, off_Y, tensors[0.0], True)[0]
             / solve_plate(off_X, off_Y, tensors[2.0], True)[0])
assert abs(off_ratio - 5) < 1e-4
s = graded(120)
slit_r, slit_a = radius_ratio**s[:, None], 2 * np.pi * s[None, :]
slit_X, slit_Y = slit_r * np.cos(slit_a), slit_r * np.sin(slit_a)
slit_ratio = (solve_plate(slit_X, slit_Y, tensors[0.0])[0]
              / solve_plate(slit_X, slit_Y, tensors[2.0])[0])
slit_shape = np.log(radius_ratio) / (2 * np.pi)
slit_formula = 5 / (1 + end_coefficient(2.0) * slit_shape)
assert abs(slit_ratio / slit_formula - 1) < 0.02

# Current line in the ring: length and angle turned
def along_current(length, p):
    J = tensors[2.0] @ (p / (p @ p))
    return J / np.linalg.norm(J)
def at_outer(length, p):
    return np.hypot(*p) - radius_ratio
at_outer.terminal = True
line = solve_ivp(along_current, (0, 20), [1.0, 0.0], events=at_outer, rtol=1e-9, atol=1e-11)
line_length = line.t_events[0][0]
line_turn = np.unwrap(np.arctan2(line.y[1], line.y[0]))[-1]
assert abs(line_length - (radius_ratio - 1) * np.sqrt(5)) < 1e-5
assert abs(line_turn + 2 * np.log(radius_ratio)) < 1e-5

# Bars
def solve_bar(shape, b):
    X, Y = np.meshgrid(shape * s, s, indexing="ij")
    G, phi = solve_plate(X, Y, tensors[b])
    return 1 / (G * shape), G, phi
for b in (0.5, 1.0, 2.0):
    square_ratio = solve_bar(1.0, b)[0]
    assert abs(square_ratio / np.sqrt(1 + b * b) - 1) < 0.01
    ratio4, G4, phi4 = solve_bar(4.0, b)
    assert abs((ratio4 - 1) * 4 / end_coefficient(b) - 1) < 0.03
bar_ratio, G10, phi10 = solve_bar(10.0, 2.0)
assert abs((bar_ratio - 1) * 10 / end_coefficient(2.0) - 1) < 0.03
i = np.argmin(abs(10 * s - 2.5))
probe_ratio = (phi10[i, 0] - phi10[-1 - i, 0]) / (G10 * 10 * (s[-1 - i] - s[i]))
assert abs(probe_ratio - 1) < 0.003
hall_ratio = abs(phi10[60, -1] - phi10[60, 0]) / G10
assert abs(hall_ratio - 2) < 0.01
# Potential drop along each wall beside the first contact (b = 2, L/W = 4)
j = np.argmin(abs(4 * s - 0.5))
x_wall, alpha = 4 * s[j], 2 * np.arctan(2.0) / np.pi
low = quad(lambda x: np.tanh(np.pi * x / 2)**alpha, 0, x_wall)[0]
high = quad(lambda v: 4 * v**3 * np.tanh(np.pi * v**4 / 2)**(-alpha), 0, x_wall**0.25)[0]
assert abs((1 - phi4[j, 0]) - G4 * low) < 0.004
assert abs((1 - phi4[j, -1]) - G4 * high) < 0.004
weak_c = 14 * zeta(3) / np.pi**3
assert abs(end_coefficient(0.01) / 0.01**2 / weak_c - 1) < 1e-3

# Worked example: rough values for an n-type InSb film near room temperature
q, hbar, kB, m0 = const.e, const.hbar, const.k, const.m_e
density, mobility, thickness = 1e23, 4.0, 5e-6          # m^-3, m^2/Vs, m
r1, r2, bar_L, bar_W = 100e-6, 300e-6, 2e-3, 0.2e-3     # m
mass, hole_mass, hole_mobility = 0.014, 0.43, 0.08      # m_e, m_e, m^2/Vs
B_top = 0.5                                            # T
sheet = 1 / (density * q * mobility * thickness)
ring_R0 = sheet * np.log(r2 / r1) / (2 * np.pi)
bar_R0 = sheet * bar_L / bar_W

# Neglected: spread of mobility with energy, holes, warming
E = np.linspace(1e-7, 1.2, 40001)                      # eV above the band edge
def band_weight(level, T, gap):
    """Density weight per eV for the nonparabolic band gamma = E(1+E/gap)."""
    kT = kB * T / q
    k = np.sqrt(2 * mass * m0 * q * E * (1 + E / gap)) / hbar
    return k**3 / (3 * np.pi**2) / (4 * kT * np.cosh((E - level) / (2 * kT))**2)
def carriers(T, gap):
    kT = kB * T / q
    Nv = 2 * (hole_mass * m0 * kB * T / (2 * np.pi * hbar**2))**1.5
    holes = lambda z: Nv * np.exp(-(gap + z) / kT)
    level = brentq(lambda z: trapezoid(band_weight(z, T, gap), E) - holes(z) - density,
                   -0.1, 0.4)
    return level, trapezoid(band_weight(level, T, gap), E), holes(level)
def field_ratios(conductance, signed_mobility, B):
    total = np.sum(conductance / (1 - 1j * signed_mobility * B))
    zero = np.sum(conductance)
    return zero / total.real, zero * (1 / total).real
gap300, gap350 = 0.17, 0.155                           # eV, rough
level, n300, p300 = carriers(300, gap300)
_, n350, p350 = carriers(350, gap350)
weight = band_weight(level, 300, gap300)
spread = {}
for power in (-0.5, 0.5, 1.5):
    mu_E = (E * (1 + E / gap300))**power / (1 + 2 * E / gap300)
    mu_E *= mobility * weight.sum() / (weight * mu_E).sum()
    spread[power] = field_ratios(weight * mu_E, -mu_E, B_top)
    assert spread[power][1] > 1
def with_holes(n, p, mu):
    return field_ratios(np.array([n * mu, p * hole_mobility]),
                        np.array([-mu, hole_mobility]), B_top)
holes300 = with_holes(n300, p300, mobility)
mu350 = mobility * (350 / 300)**-1.5
holes350 = with_holes(n350, p350, mu350)
assert holes300[1] > 1 and holes350[1] > 1
# Neglected: contacts, Landau levels, mean free path
contact_resistivity = 1e-11                            # ohm m^2, assumed
contact_R = contact_resistivity / (2 * np.pi * thickness) * (1 / r1 + 1 / r2)
ideal = 1 + (mobility * B_top)**2
contact_ratio = (ideal * ring_R0 + contact_R) / (ring_R0 + contact_R)
landau = hbar * q * B_top / (mass * m0)
damping = 2 * np.pi**2 * kB * 300 / landau
path = mobility * hbar * (3 * np.pi**2 * density)**(1 / 3) / q

print("TESTS IN SCALED UNITS, mu*B = 2")
print(f"ring ratio, field solution: {ring_R[2.0] / ring_R[0.0]:.4f}")
print(f"off-centre ring ratio: {off_ratio:.4f}")
print(f"slit ring ratio, solution and formula: {slit_ratio:.3f} {slit_formula:.3f}")
print(f"square plate ratio, solution and root: {square_ratio:.3f} {np.sqrt(5):.3f}")
print(f"bar L/W=10, end contacts, solution: {bar_ratio:.4f}")
print(f"bar L/W=10, side probes, solution: {probe_ratio:.4f}")
print(f"bar mid-length, Hall field / E_x: {hall_ratio:.3f}")
print(f"end coefficient c: {end_coefficient(2.0):.4f}")
print(f"weak-field c/(mu B)^2: {weak_c:.4f}")
print("EXAMPLE INPUTS")
print(f"electron density: {density * 1e-6:.1e} cm^-3")
print(f"mobility: {mobility * 1e4:.0f} cm^2/Vs")
print(f"film thickness: {thickness * 1e6:.1f} um")
print(f"ring radii: {r1 * 1e6:.0f} and {r2 * 1e6:.0f} um")
print(f"bar length and width: {bar_L * 1e3:.1f} and {bar_W * 1e3:.1f} mm")
print("EXAMPLE RESULTS")
print(f"sheet resistance at B=0: {sheet:.3f} ohm")
print(f"ring resistance at B=0: {ring_R0:.4f} ohm")
print(f"bar resistance at B=0: {bar_R0:.2f} ohm")
for B in (0.1, 0.25, 0.5):
    b = mobility * B
    end_ratio = 1 + end_coefficient(b) * bar_W / bar_L
    print(f"B={B:.2f} T: mu*B={b:.2f}, ring ratio={1 + b * b:.3f}, "
          f"ring R={ring_R0 * (1 + b * b):.4f} ohm")
    print(f"  bar through end contacts: ratio={end_ratio:.4f}, R={bar_R0 * end_ratio:.2f} ohm")
print(f"current line at 0.5 T: {line_length * r1 * 1e6:.0f} um long, "
      f"turns {abs(np.degrees(line_turn)):.0f} deg")
print("NEGLECTED EFFECTS AT 0.5 T (ring ratio, side-probe bar ratio)")
for power, (ring, bar) in spread.items():
    print(f"tau ~ (k^2)^{power:+.1f}, nonparabolic: {ring:.3f}, {bar:.4f}")
print(f"assumed gaps, 300 K and 350 K: {gap300:.3f} and {gap350:.3f} eV")
print(f"masses, electron and hole: {mass:.3f} and {hole_mass:.2f} m_e")
print(f"hole mobility: {hole_mobility * 1e4:.0f} cm^2/Vs")
print(f"Fermi level above band edge, 300 K: {level * 1e3:.1f} meV")
print(f"hole density, 300 K and 350 K: {p300 * 1e-6:.2e} and {p350 * 1e-6:.2e} cm^-3")
print(f"with holes, 300 K: {holes300[0]:.4f}, {holes300[1]:.5f}")
print(f"electron mobility at 350 K if ~T^-1.5: {mu350 * 1e4:.0f} cm^2/Vs")
print(f"one carrier at 350 K, ring ratio: {1 + (mu350 * B_top)**2:.3f}")
print(f"with holes, 350 K: {holes350[0]:.4f}, {holes350[1]:.5f}")
print(f"assumed contact resistivity: {contact_resistivity * 1e4:.1e} ohm cm^2")
print(f"ring contact resistance: {contact_R * 1e3:.2f} mohm")
print(f"ring ratio with contacts: {contact_ratio:.3f}")
print(f"Landau spacing and kT: {landau / q * 1e3:.2f} and {kB * 300 / q * 1e3:.2f} meV")
print(f"thermal factor of quantum oscillations: {damping / np.sinh(damping):.1e}")
print(f"mean free path: {path * 1e6:.3f} um, {100 * path / thickness:.1f} % of thickness")
print("every check passed")
```

Running it gives:

```
TESTS IN SCALED UNITS, mu*B = 2
ring ratio, field solution: 5.0000
off-centre ring ratio: 5.0000
slit ring ratio, solution and formula: 4.081 4.079
square plate ratio, solution and root: 2.236 2.236
bar L/W=10, end contacts, solution: 1.1291
bar L/W=10, side probes, solution: 1.0000
bar mid-length, Hall field / E_x: 2.000
end coefficient c: 1.2913
weak-field c/(mu B)^2: 0.5428
EXAMPLE INPUTS
electron density: 1.0e+17 cm^-3
mobility: 40000 cm^2/Vs
film thickness: 5.0 um
ring radii: 100 and 300 um
bar length and width: 2.0 and 0.2 mm
EXAMPLE RESULTS
sheet resistance at B=0: 3.121 ohm
ring resistance at B=0: 0.5457 ohm
bar resistance at B=0: 31.21 ohm
B=0.10 T: mu*B=0.40, ring ratio=1.160, ring R=0.6330 ohm
  bar through end contacts: ratio=1.0083, R=31.47 ohm
B=0.25 T: mu*B=1.00, ring ratio=2.000, ring R=1.0913 ohm
  bar through end contacts: ratio=1.0441, R=32.58 ohm
B=0.50 T: mu*B=2.00, ring ratio=5.000, ring R=2.7283 ohm
  bar through end contacts: ratio=1.1291, R=35.24 ohm
current line at 0.5 T: 447 um long, turns 126 deg
NEGLECTED EFFECTS AT 0.5 T (ring ratio, side-probe bar ratio)
tau ~ (k^2)^-0.5, nonparabolic: 4.980, 1.2723
tau ~ (k^2)^+0.5, nonparabolic: 4.997, 1.0096
tau ~ (k^2)^+1.5, nonparabolic: 5.256, 1.3709
assumed gaps, 300 K and 350 K: 0.170 and 0.155 eV
masses, electron and hole: 0.014 and 0.43 m_e
hole mobility: 800 cm^2/Vs
Fermi level above band edge, 300 K: 21.0 meV
hole density, 300 K and 350 K: 4.37e+15 and 2.84e+16 cm^-3
with holes, 300 K: 4.9834, 1.00347
electron mobility at 350 K if ~T^-1.5: 31742 cm^2/Vs
one carrier at 350 K, ring ratio: 3.519
with holes, 350 K: 3.4705, 1.01460
assumed contact resistivity: 1.0e-07 ohm cm^2
ring contact resistance: 4.24 mohm
ring ratio with contacts: 4.969
Landau spacing and kT: 4.13 and 25.85 meV
thermal factor of quantum oscillations: 6.2e-52
mean free path: 0.378 um, 7.6 % of thickness
every check passed
```
